Stripe domains in ultrathin unscreened ferroelectric films: where Kittel's law fails

**Problem**

A ferroelectric film of thickness d is divided into parallel stripes of width w, polarised alternately up and down along its normal z. How does the equilibrium width depend on d, and does Kittel's law w ∝ √d survive when the film is only a few nanometres thick?

The model has these assumptions.

- The built-in polarisation is ±P, with P fixed. Any further response is linear, with relative permittivities ε_x in the plane and ε_z along the normal.
- The walls are sharp and cost a fixed energy σ per unit area.
- The film lies in an insulator of permittivity ε_o > 0. There are no electrodes and no free charges.

All energies F are per unit area of film. Three abbreviations are used throughout:

g = √(ε_x ε_z), χ = √(ε_x/ε_z), ℓ = ε0σ/P².

The numerical case is P = 6 μC/cm², σ = 30 mJ/m², ε_x = ε_z = 10 and ε_o = 1. Then

ℓ = (8.854×10⁻¹² × 0.030)/(0.06)² m = 0.0738 nm.

**First estimate by scaling**

In a thick film the stray field of the alternating face charges dies out over a depth of about w/χ. Its energy is therefore of order P²w/[ε0(ε_o+g)]. There is one wall of height d per width w, which costs σd/w. Balancing the two gives

w ~ √[(ε_o+g)ℓd].

This assumes w < χd. The estimate reaches w = χd at d ~ (ε_o+g)ℓ/χ² = 11 × 0.0738 nm ≈ 0.8 nm (χ = 1 here).

In a thinner film the field fills the whole thickness, and the stray energy saturates near P²d/(ε0ε_z). A wall then relieves the field mainly within a distance of about χd on either side; the weaker relief farther away is left out here. Per unit length of wall it saves about χP²d²/(ε0ε_z) and costs σd. On this estimate walls stop paying below d ~ ε_zℓ/χ ≈ 0.7 nm, so w should rise there. Scaling cannot say whether w stays finite, nor fix the numerical factors.

**Exact energy of the model**

Let the faces be at z = ±d/2. The upper face carries a square wave of charge ±P, the lower face its opposite. The upper charge is

Σ_(n odd) p_n sin(kx), p_n = 4P/(nπ), k = nπ/w.

Inside the film the potential is odd in z, φ = A sinh(qz) sin(kx). The field equation ε_x ∂²φ/∂x² + ε_z ∂²φ/∂z² = 0 requires q = χk. Above the film φ = V exp[−k(z−d/2)] sin(kx), with V = A sinh(qd/2) by continuity. Gauss's law at the upper face reads

ε0ε_o kV + ε0ε_z qA cosh(qd/2) = p_n.

Since ε_z q = gk,

V = p_n / {ε0k[ε_o + g coth(kχd/2)]}.

For fixed charges in a linear medium the energy is half of charge times potential. The two faces contribute equally and sin² averages to ½, so each harmonic gives p_nV/2. Inserting p_n and k, and adding the walls,

F = σd/w + (8P²w/π³ε0) Σ_(n odd) n⁻³ / [ε_o + g coth(nπχd/2w)].

**Thick films.** For w ≪ d every coth tends to 1, with corrections of order exp(−πχd/w). With Σ_(n odd) n⁻³ = 7ζ(3)/8 the stray energy becomes aw, where a = 7ζ(3)P²/[π³ε0(ε_o+g)]. Setting a − σd/w² = 0 gives Kittel's law,

w_K² = π³(ε_o+g)ℓd/[7ζ(3)].

**Wide stripes.** For w ≫ d, coth y ≈ 1/y, and the n-th term of F becomes 4P²d/(π²ε0ε_z n²), because χ/g = 1/ε_z. Since Σ_(n odd) n⁻² = π²/8, the stray energy tends to the single-domain value P²d/(2ε0ε_z), which no longer depends on w.

**One minimum at each thickness**

Let c = χd/2 and H(k) = 1/[ε_o + g coth(ck)], continued to complex k. For Re k > 0 the real part of coth(ck) is positive. H is then analytic there, with |H| ≤ 1/ε_o, and Poisson's formula for a half-plane gives H on the real axis from Re H on the imaginary axis. There coth(ics) = −i cot(cs), so

H(k)/k = (2/π) ∫₀^∞ ρ(s) ds/(k²+s²), ρ = ε_o/[ε_o² + g² cot²(cs)] ≥ 0.

The stray energy is F_el = (8P²/π²ε0) Σ n⁻² H(k)/k. The sum over n follows from two identities:

1/[n²(k²+s²)] = s⁻²[1/n² − (π²/w²)/(k²+s²)],

tanh y = Σ_(n odd) 8y/(n²π²+4y²), with y = sw/2.

The result is

F_el = (2P²/πε0) ∫₀^∞ ρ s⁻² [1 − (tanh y)/y] ds.

Now let v = 1/w, so that y = s/(2v) and (tanh y)/y = (2/s) v tanh(s/2v). The second derivative of v tanh(s/2v) with respect to v is −(2y²/v) tanh y / cosh² y, which is negative. F_el is therefore strictly convex in 1/w. The wall energy is linear in 1/w, so F has at most one minimum. It has one at every d, because F grows without bound as 1/w → ∞, while its slope at 1/w → 0 is −∞, as the logarithm derived below shows.

**The curve w(d)**

Let u = d/w and Φ(u) = ε0F_el/(P²d). Then

ε0F/(P²d) = Φ(u) + ℓu/d.

With D = −dΦ/du, the minimum satisfies D(u) = ℓ/d, hence

d = ℓ/D(u), w = d/u = ℓ/[uD(u)].

At fixed permittivities all lengths scale with ℓ. For large u, Φ ∝ 1/u, so uD ∝ 1/u → 0. For small u, uD behaves as u ln(1/u) and also vanishes. The positive quantity uD thus has a maximum in between, where w is smallest: the width must rise again in thinner films. On a grid of 300 values of u from 0.003 to 6, with the permittivities of the example, uD has a single maximum.

**The thin-film law**

Let δ = πχu/2 and b = (g−ε_o)/(g+ε_o). Writing coth in exponentials and expanding in powers of exp(−2nδ), the harmonic sum in F becomes

{L(0) − (1+b) Σ_(m≥1) (−b)^(m−1) L(2mδ)}/(g+ε_o), L(y) = Σ_(n odd) n⁻³ e^(−ny).

Since L″ = ½ ln coth(y/2) ≈ ½ ln(2/y), L′(0) = −π²/8 and L(0) = 7ζ(3)/8, two integrations give, for small y,

L(y) ≈ 7ζ(3)/8 − π²y/8 + (y²/4)[ln(2/y) + 3/2].

The sums of (−b)^(m−1) times 1, m and m² are 1/(1+b), 1/(1+b)² and S = (1−b)/(1+b)³. The constants cancel. With (1+b)(g+ε_o) = 2g and (1+b)S/(g+ε_o) = ε_o/(2g²), the harmonic sum is

π²δ/(8g) − (ε_oδ²/2g²)[ln(1/δ) + 3/2 − Λ], Λ = S⁻¹ Σ_m (−b)^(m−1) m² ln m.

Multiplying by 8/(π³u) and inserting δ,

Φ ≈ 1/(2ε_z) − (ε_o u/πε_z²)[ln(2/πχu) + 3/2 − Λ],

D ≈ (ε_o/πε_z²)[ln(2/πχu) + 1/2 − Λ].

D diverges as u → 0, which completes the proof that a minimum exists. Setting D = ℓ/d gives

w ≈ (πχd/2) exp(−1/2 + Λ + d0/d), d0 = πε_z²ℓ/ε_o.

The local exponent is d ln w/d ln d = 1 − d0/d. Putting the condition D = ℓ/d back into the energy leaves a gain over the single domain of ε_oP²d²/(πε0ε_z²w), which shrinks as w grows.

**Weak outside field.** If ε_o/g → 0, ρ turns into narrow peaks of area π/(gc) at s = nπ/(2c), n odd. For w → ∞ the bracket in F_el is 1 − 2/(sw), and therefore

D(0) = (2/π)(2/d²)(π/gc) Σ_(n odd) (2c/nπ)³ = 7ζ(3)g/(π³ε_z²).

This is finite. In that limit no stripes exist below

d_c = ℓ/D(0) = π³ε_z²ℓ/[7ζ(3)g].

A finite ε_o replaces this threshold by the steep exponential rise.

**Comparison with the estimate**

Direct minimisation of F gives the following widths in nm.

d | w | w_K | local exponent
100 | 17.29 | 17.29 | 0.500
10 | 5.58 | 5.47 | 0.443
5 | 4.34 | 3.87 | 0.231
4 | 4.21 | 3.46 | 0.021
3 | 4.60 | 3.00 | −0.90
2.5 | 7.11 | 2.73 | −5.38
2 | 50.0 | 2.45 | −10.56
1.5 | 1783 | 2.12 | −14.45

At 100 nm Kittel's formula gives √(31.01 × 11 × 0.0738 × 100/8.414) nm = 17.3 nm, in agreement with the minimisation. The smallest width, **w = 4.21 nm, occurs at d = 3.94 nm**. Scaling placed the change near 0.7–0.8 nm. It caught the main saving near a wall, but not the slow long-range part that keeps w finite, and its thickness was too small by a factor of about five. Much of this is the factor π³/[7ζ(3)] ≈ 3.7, which also puts d_c at 2.72 nm.

For the thin-film law, d0 = π × 100 × 0.0738 nm = 23.18 nm and Λ = −8.325. At d = 2 nm the exponent is −0.5 − 8.325 + 11.590 = 2.765, and w = 3.142 nm × e^2.765 ≈ 49.9 nm, against 50.0 nm from minimisation. At 3 nm, where w is not much larger than d, the law gives 1.6 nm instead of 4.6 nm and does not apply.

**How far a real film follows the model**

The parameters are rough values for a ferroelectric fluoropolymer, P(VDF-TrFE), whose polarisation comes from fairly rigid molecular dipoles. The wall energy is assumed; halving it at fixed P and permittivities halves both coordinates of the turning point, to about 2.0 and 2.1 nm.

The assumption most at risk is fixed P. At the turning point the mean depolarising field is 3.3 MV/cm, about 0.65 of a rough breakdown field of 5 MV/cm, and it induces an opposing polarisation of 0.43P. The mean hides stronger local fields. Just inside a face, at the centre of a stripe, the field is about χP/[ε0(ε_o+g)] ≈ 6.2 MV/cm even in thick films (χ = 1 here). That is above the rough breakdown value, and the induced polarisation there is about 0.82P. Near a wall the in-plane field at the face is larger still: 8.6 MV/cm at 0.25 nm from the wall at the turning point, growing logarithmically towards a sharp wall. The stripe state costs 16.9 MJ/m³. Suppose that ε_z − 1 came entirely from the soft mode of a quartic double well, −ap²/2 + bp⁴/4 (a and b here are the well's own coefficients). Its minimum lies at P² = a/b with curvature 2a = 1/[ε0(ε_z−1)], so its depth is aP²/4 = P²/[8ε0(ε_z−1)] = 5.6 MJ/m³. The non-polar state would then lie below these fixed-amplitude stripes at all thicknesses under about 38 nm, long before the upturn. Such a well also switches at a field of P/[3√3 ε0(ε_z−1)] = 1.45 MV/cm, well below the fields above. Reaching the turning point needs a polar state more than 16.9 MJ/m³ below the non-polar one, and following the rise needs up to the single-domain value of 20.3 MJ/m³; rigid dipoles may or may not supply this. The polar state along the normal must also lie that far below any state polarised in the plane, which has no charge on the faces. In the single-domain limit the mean field itself reaches 6.8 MV/cm. The computed widths, above all those at 2 nm and below, therefore describe the model rather than a predicted device.

Screening is the other condition. A charge of 0.37 e/nm² on the faces compensates P completely. The stray energy then vanishes, only the wall cost remains, and there is no equilibrium stripe width. Three other neglected effects are smaller at the turning point. A rough wall thickness of 0.5 nm is 12% of w. If the polarisation changes sign as tanh(x/0.25 nm) at the same wall energy, the turning point moves to about d = 3.55 nm and w = 3.97 nm. The voltage across the film averages 1.3 V and is about 1.7 V at the centre of a stripe, less than a third of a rough 6 eV gap divided by e. A 0.5 nm length of wall costs 0.37 eV, against a thermal energy of 0.026 eV at 300 K. The remaining values are in the numerical output.

Calculated quantities

```
polarisation P = 6.0 uC/cm2; wall energy = 30.0 mJ/m2
permittivities: outside 1, in-plane 10, normal 10
length ell = 0.07378 nm; thin-film length d0 = 23.180 nm
thin-film constant Lam = -8.3247
threshold d_c for negligible outside permittivity = 2.719 nm
d (nm) | w minimised (nm) | w Kittel (nm) | w thin law (nm) | dlnw/dlnd | F/F_single
 100.0 |     17.2939 |  17.2939 |     0.029126 |   0.5000 | 0.170661
  30.0 |      9.4766 |   9.4723 |     0.015007 |   0.4979 | 0.311570
  10.0 |      5.5847 |   5.4688 |     0.023459 |   0.4434 | 0.538084
   5.0 |      4.3393 |   3.8670 |      0.11912 |   0.2305 | 0.748889
   4.0 |      4.2067 |   3.4588 |      0.30369 |   0.0214 | 0.826262
   3.0 |      4.6016 |   2.9954 |       1.5718 |  -0.8996 | 0.924791
   2.5 |      7.1148 |   2.7344 |       6.1427 |  -5.3830 | 0.975255
   2.0 |     49.9710 |   2.4457 |       49.906 | -10.5602 | 0.997450
   1.5 |   1782.6853 |   2.1181 |       1782.6 | -14.4507 | 0.999946
turning point: d = 3.9396 nm, smallest w = 4.2060 nm
turning point in units of ell: d = 53.393, w = 57.003
d/w at turning point = 0.9367
energy gain over one domain at d = 2 nm: 0.10369 mJ/m2
same gain per square of side w: 1.616 eV
rough inputs: breakdown 5 MV/cm, gap 6 eV, wall 0.5 nm
single-domain depolarising field = 6.776 MV/cm
mean depolarising field at turning point = 3.258 MV/cm
mean field / rough breakdown field = 0.652
mean voltage across film at turning point = 1.283 V
that voltage times e / rough gap = 0.214
induced opposing polarisation / P at turning point = 0.433
stripe energy density at turning point = 16.906 MJ/m3
soft-mode double-well depth = 5.647 MJ/m3
stripe energy density / soft-mode depth = 2.994
rough wall thickness / smallest w = 0.119
charge that would screen P = 0.374 e/nm2
wall energy of a strip 0.5 nm long through the film = 0.3688 eV
thermal energy at 300 K = 0.0259 eV
check, Poisson grid / series - 1: -1.93e-03, -1.65e-03
check, positive-weight integral / series - 1: 5.0e-09
check, minimised w / thin law - 1 at w/d near 100: 7.9e-05, -4.1e-05, -3.7e-04
```
